\section*{Gate-length spread from two rough edges averaged over the width}

\section{Problem}

A metal gate is a strip of nominal length $L_0=30$ nm, measured from source to drain, and width $W=100$ nm. Let $x$ run along the width. The two long edges of the strip are displaced from their ideal straight positions by $e_1(x)$ and $e_2(x)$, both counted positive towards the drain, so that the local gate length is
\begin{equation}
L(x)=L_0+\delta(x),\qquad \delta(x)=e_2(x)-e_1(x).
\end{equation}
Each edge has zero mean over the ensemble of gates, an rms displacement $\sigma=0.6$ nm, and the covariance
\begin{equation}
\langle e_i(x)e_i(x')\rangle=\sigma^2 e^{-|x-x'|/\Lambda},\qquad \Lambda=20\ \text{nm}.
\label{cov}
\end{equation}
The edges are independent of each other. The value of $\sigma$ is a one-sigma value for a single edge. What is the standard deviation, from gate to gate, of the length averaged over the width,
\begin{equation}
\bar L=\frac1W\int_0^W L(x)\,dx\ ?
\end{equation}

\section{A tempting solution}

The variances of independent edges add, so the local length has variance $2\sigma^2=0.72$ nm$^2$ and standard deviation $\sqrt2\,\sigma=0.8485$ nm. The roughness forgets itself over a distance $\Lambda$. The width therefore seems to contain $W/\Lambda=5$ independent segments, and the average of five independent lengths has the standard deviation
\begin{equation}
\frac{\sqrt2\,\sigma}{\sqrt{W/\Lambda}}=\frac{0.8485\ \text{nm}}{\sqrt5}=0.3795\ \text{nm}.
\label{naive}
\end{equation}

\section{Where it fails}

The first step is sound. The minus sign in $\delta=e_2-e_1$ does no harm, because
\begin{equation}
\langle\delta^2\rangle=\langle e_2^2\rangle+\langle e_1^2\rangle-2\langle e_1e_2\rangle=2\sigma^2,
\end{equation}
the cross term being zero for independent edges of zero mean.

The fault is the count of segments. Dividing a variance by 5 requires five quantities that are mutually uncorrelated and that each have the full variance $2\sigma^2$. Averages over segments of length $\Lambda$ have neither property. To see this, take one edge and two adjacent segments, with averages $A_1$ over $0<x<\Lambda$ and $A_2$ over $\Lambda<x<2\Lambda$. Their covariance is
\begin{align}
\langle A_1A_2\rangle
&=\frac{\sigma^2}{\Lambda^2}\int_0^{\Lambda}e^{x/\Lambda}dx\int_{\Lambda}^{2\Lambda}e^{-x'/\Lambda}dx'\nonumber\\
&=\sigma^2(e-1)(e^{-1}-e^{-2})=\sigma^2(1-e^{-1})^2 ,
\end{align}
which is far from zero. The exponential at a separation $\Lambda$ has fallen to $1/e$, not to nothing, and two points close to a segment boundary, on opposite sides of it, are almost fully correlated. On the other hand, averaging within a segment already removes some variance: the formula derived below gives $\langle A_1^2\rangle=2\sigma^2/e$, which is less than $\sigma^2$. The two errors act in opposite directions and do not cancel at this width. The remedy is to count the correlation between all pairs of points.

\section{The right solution}

\subsection{From the covariance to a single integral}

The deviation of the averaged length is $\bar\delta=\bar L-L_0$, with zero mean. Its variance is the average of a product of two integrals,
\begin{equation}
\langle\bar\delta^2\rangle=\frac1{W^2}\int_0^W\!\!\int_0^W\langle\delta(x)\delta(x')\rangle\,dx\,dx'
=2\sigma^2R,
\end{equation}
\begin{equation}
R=\frac1{W^2}\int_0^W\!\!\int_0^W e^{-|x-x'|/\Lambda}\,dx\,dx'.
\label{double}
\end{equation}
The factor 2 comes from the two edges. The number $R$ is the fraction of the local variance that survives averaging.

The integrand depends only on the separation $s=|x-x'|$. Consider the half of the square where $x'<x$. For a given $s$, the point $x$ can lie anywhere from $s$ to $W$, a range of length $W-s$. The other half contributes the same amount, so
\begin{equation}
R=\frac{2}{W^2}\int_0^W (W-s)\,e^{-s/\Lambda}\,ds .
\label{single}
\end{equation}
Write $E=e^{-W/\Lambda}$. The two integrals needed are
\begin{align}
\int_0^W e^{-s/\Lambda}ds&=\Lambda(1-E),\\
\int_0^W s\,e^{-s/\Lambda}ds&=\Big[-\Lambda s\,e^{-s/\Lambda}\Big]_0^W+\Lambda\int_0^W e^{-s/\Lambda}ds\nonumber\\
&=-\Lambda WE+\Lambda^2(1-E).
\end{align}
Insert them in (\ref{single}):
\begin{align}
R&=\frac2{W^2}\left[W\Lambda(1-E)+\Lambda WE-\Lambda^2(1-E)\right]\nonumber\\
&=\frac{2\Lambda}{W}\left[1-\frac{\Lambda}{W}\left(1-e^{-W/\Lambda}\right)\right].
\label{R}
\end{align}
Setting $W=\Lambda$ gives $R=2/e$, the value used above for one segment. The standard deviation sought is
\begin{equation}
s_{\bar L}=\sigma\sqrt{2R}.
\label{answer}
\end{equation}
Only the covariance entered, so the displacements need not have a Gaussian distribution.

\subsection{Numbers}

With $\Lambda/W=0.20$ and $e^{-5}=0.006738$,
\begin{align}
R&=0.40\,[1-0.20\,(1-0.006738)]=0.3205,\\
\langle\bar\delta^2\rangle&=0.7200\times0.3205\ \text{nm}^2=0.2308\ \text{nm}^2,\\
s_{\bar L}&=0.480\ \text{nm}.
\end{align}
The averaged length thus varies from gate to gate by about 0.48 nm, or 1.6\,\% of the nominal length. The tempting result (\ref{naive}) is 21\,\% below this value.

Direct numerical evaluation of the double integral (\ref{double}) gives the same $R=0.320539$ as (\ref{R}). A simulation of 40\,000 gates, with independent Gaussian edges sampled every 1 nm, gives a standard deviation of 0.481 nm. The relative sampling error of such an estimate is about $1/\sqrt{2\times40\,000}$, or 0.35\,\%, so the difference is not significant.

\subsection{Narrow and wide gates}

Define the effective number of independent segments by $N_{\rm eff}=1/R$, so that the variance of the average is $2\sigma^2/N_{\rm eff}$. Here $N_{\rm eff}=3.12$, not 5.

For a narrow gate put $u=W/\Lambda\ll1$. Equation (\ref{R}) becomes
\begin{equation}
R=\frac{2}{u^2}\left(u-1+e^{-u}\right)
=\frac2{u^2}\left(\frac{u^2}{2}-\frac{u^3}{6}+\dots\right)=1-\frac u3+\dots
\end{equation}
The edges move almost rigidly across such a gate. Averaging removes little, and $s_{\bar L}\to\sqrt2\,\sigma$.

For a wide gate, $W\gg\Lambda$, the bracket in (\ref{R}) tends to one, and
\begin{equation}
R\to\frac{2\Lambda}{W},\qquad N_{\rm eff}\to\frac{W}{2\Lambda},\qquad s_{\bar L}\to2\sigma\sqrt{\Lambda/W}.
\end{equation}
The 2 in $2\Lambda$ arises because a point is correlated with neighbours on both sides: the integral of $e^{-|s|/\Lambda}$ over all $s$ is $2\Lambda$. In a wide gate this is the length that an independent segment should have been given; for the present gate $W/N_{\rm eff}=32$ nm, or $1.6\Lambda$.

At $W=100$ nm the wide-gate limit gives 0.5367 nm, which is 11.7\,\% above the full result. It treats every point as if it had neighbours on both sides, although points near the ends of the gate lack some of them. The missing pairs are described by the factor $W-s$ in (\ref{single}) and produce the second term in the bracket of (\ref{R}). Keeping that term and dropping only the small $E$ gives $R\approx0.40\times0.80=0.32$, which is already sufficient here.

At fixed $\sigma$ and $W$, a shorter correlation length reduces the spread, since $e^{-s/\Lambda}$ in (\ref{single}) then falls at every $s>0$. Two edges with the same rms roughness can therefore give different gate-length spreads.

\section{What the given roughness must mean}

\subsection{The reference line}

The 0.6 nm was defined relative to the ideal edge position, over the whole ensemble. Suppose instead that it had been obtained from 100 nm lines, each measured about its own mean position $\bar e$. The mean square scatter within a line is
\begin{equation}
\left\langle\frac1W\int_0^W(e-\bar e)^2dx\right\rangle
=\sigma^2-\langle\bar e^2\rangle=\sigma^2(1-R),
\label{window}
\end{equation}
because the cross term $-2\bar e\,\bar e$ and the square $+\bar e^2$ combine to $-\bar e^2$, and $\langle\bar e^2\rangle=\sigma^2R$. An edge with $\sigma=0.6$ nm would show only 0.495 nm in such a measurement, as the root of the mean square over many lines; the rms of single lines averages about 0.48 nm. The missing part is the displacement of the whole line, which is precisely what makes $\bar L$ vary.

Conversely, if 0.6 nm is the scatter within lines, and $\Lambda$ is still 20 nm, the ensemble value is $0.6/\sqrt{1-R}=0.728$ nm and the answer rises to 0.583 nm. If a fitted tilt is removed from each line as well as its mean, an edge with $\sigma=0.6$ nm shows about 0.42 nm, and a quoted 0.6 nm then implies an answer near 0.69 nm. The correlation length is biased too: in 100 nm lines measured about their own mean, the correlation of an edge with $\Lambda=20$ nm falls to $1/e$ at about 11 nm. A quoted roughness is incomplete without the length of line over which it was taken and the reference line that was subtracted.

\subsection{Edges that are not independent}

Let the edges have a cross covariance $\langle e_1(x)e_2(x')\rangle=\rho\,\sigma^2e^{-|x-x'|/\Lambda}$. The covariance of $\delta$ then contains two cross terms, each with a minus sign:
\begin{equation}
\langle\delta(x)\delta(x')\rangle=2\sigma^2(1-\rho)e^{-|x-x'|/\Lambda},
\qquad s_{\bar L}=\sigma\sqrt{2R(1-\rho)} .
\end{equation}
For $\rho=0.5$ the edges tend to shift together, the strip meanders with less change of length, and the result is 0.340 nm. For $\rho=-0.5$ it is 0.588 nm. Independence is thus an assumption with a large effect on the answer.

The effect of the shape of the correlation depends on how $\Lambda$ is defined. Replacing the exponential by $e^{-(s/\Lambda)^2}$, with the same $\sigma$, $\Lambda$ and $W$, gives 0.476 nm, about 1\,\% lower. So close an agreement belongs to this ratio $W/\Lambda$ and to this way of writing the Gaussian: at $W=\Lambda$ the same form gives a value 8\,\% higher than the exponential, and the form $e^{-s^2/2\Lambda^2}$, also in use, gives 0.551 nm here, 15\,\% higher. For a very wide gate the integral of the correlation over all $s$ counts, which is $\sqrt\pi\,\Lambda$ instead of $2\Lambda$, and the standard deviation is then 6\,\% lower.

\section{Is the average length the right electrical length?}

\subsection{Conduction with sideways current}

The correlation length, 20 nm, is shorter than the gate length. Current need not flow in straight, independent slices, and one may doubt whether $\bar L$ governs the conductance. As a model of the conducting channel in its linear regime, take a uniform resistive sheet between two contacts. One contact is straight, at $y=0$, and the other lies at $y=L_0+a\cos kx$. The potential $\phi$ obeys Laplace's equation with $\phi=0$ and $\phi=1$ on the contacts. To the order needed, write
\begin{equation}
\phi=Ay+B\sinh(ky)\cos kx+\dots,
\end{equation}
where the omitted second harmonic has zero average over $x$. The average current is proportional to $A$, so the effective length is $1/A$. On the rippled contact,
\begin{equation}
1=A(L_0+a\cos kx)+B\left[\sinh kL_0+ka\cos kx\cosh kL_0\right]\cos kx+\dots
\end{equation}
The terms of first order in $a$, with $A\approx1/L_0$, require $B=-a/(L_0\sinh kL_0)$. Averaging over $x$, with $\overline{\cos^2kx}=1/2$, then gives
\begin{equation}
AL_0=1+\frac{a^2}{2L_0}k\coth kL_0,\qquad
\frac1A\approx L_0-\frac{a^2}{2}k\coth kL_0 .
\label{ripple}
\end{equation}
There is no term linear in $a$. A general edge displacement is a uniform shift plus ripples. For insulating side walls the ripples are cosines with $k=n\pi/W$, which also satisfy the wall condition. At first order only the uniform shift changes the conductance, so $\bar L$ is the right length at that order even when current spreads sideways. Numerical solutions of Laplace's equation with $a=0.2$ nm and $L_0=30$ nm agree with the shift in (\ref{ripple}) to within 2\,\% of the shift, at wavelengths of 20 and 120 nm.

The size of the second-order term follows from the roughness spectrum. For a very wide sheet, the exponential correlation has the normalized spectrum
\begin{equation}
p(k)=\frac{2\Lambda}{\pi}\frac1{1+k^2\Lambda^2},\qquad
\int_0^\infty p(k)\cos ks\,dk=e^{-s/\Lambda}.
\end{equation}
A ripple has mean square $a^2/2$, which is replaced by $\sigma^2p(k)\,dk$. Two independent edges then shift the mean effective length by
\begin{equation}
\Delta L=-2\sigma^2\int_0^{k_{\max}}p(k)\,k\coth(kL_0)\,dk .
\end{equation}
At large $k$ the integrand falls only as $1/k$, so the integral grows logarithmically and needs a cutoff. With a shortest wavelength of 2 nm, which retains 99\,\% of the variance, $\Delta L=-0.10$ nm. Independent slices would give the long-wave value, $k\coth kL_0\to1/L_0$, and hence $-2\sigma^2/L_0=-0.024$ nm. With this cutoff, sideways flow makes the second-order shift about four times larger; the factor is 2.7 for a shortest wavelength of 10 nm and 5.6 for 0.5 nm. Both shifts are for a very wide sheet. For $W=100$ nm, measured from the gate's own $\bar L$, they are about $-0.09$ nm and $-2\sigma^2(1-R)/L_0=-0.016$ nm. In every case the shift remains small beside $L_0$. It is a shift of the mean, not an addition of 0.10 nm to the spread. The expansion assumes gentle slopes; with the 2 nm cutoff the rms edge slope is 0.19. The sheet also assumes local Ohmic conduction. In a real channel the carrier mean free path is of order 10 nm, so ripples shorter than that are not described by this model, and these shifts give only an order of magnitude for a device.

\subsection{Leakage}

Below threshold the current depends exponentially on the threshold voltage $V_t$, and short slices count more. Suppose that $V_t$ rises linearly with length at 5 mV/nm, that the subthreshold ideality factor is $n=1.4$, and that slices conduct independently. Neglect the weaker factor $1/L$ in the current. With the slope and the thermal voltage in the same unit, the leakage of a slice is then proportional to $e^{-b\delta}$, where
\begin{equation}
b=\frac{dV_t/dL}{nk_BT/q}=0.138\ \text{nm}^{-1}\quad\text{at 300 K}.
\end{equation}
Define the leakage length deviation $\ell$ as that of a uniform gate with the same leakage. A bar denotes the average over the width. To second order,
\begin{equation}
\ell=-\frac1b\ln\overline{e^{-b\delta}}
\approx\bar\delta-\frac b2\left(\overline{\delta^2}-\bar\delta^2\right).
\end{equation}
By (\ref{window}), doubled for two edges, the mean of the last bracket is $2\sigma^2(1-R)$. The mean shift is therefore $-b\sigma^2(1-R)=-0.034$ nm. At 358 K, a hot operating temperature, $b$ is smaller and the shift is $-0.028$ nm. In the simulated gates the standard deviation of $\ell$ is 0.481 nm at both temperatures, the same to this precision as that of $\bar L$. This slice estimate does not include sideways subthreshold current, nor the electrostatic smoothing of short ripples in the channel potential, which would reduce the size of the mean shift. The neglected factor $1/L$ would make the mean shift roughly a third larger, still small beside the spread. The linear $V_t(L)$ is a larger simplification, because real roll-off usually steepens towards short lengths. If it goes as $e^{-L/\lambda}$ with the same slope at $L_0$, then $b$ in the mean shift becomes $b+1/\lambda$. At 300 K the shift is then about $-0.06$ nm for $\lambda=10$ nm and $-0.08$ nm for $\lambda=5$ nm, while the spread of $\ell$ changes by about 1\,\% or less.

\section{Comparison with a real gate}

The parameters are in the rough range of a planar high-k/metal-gate transistor of the 28 nm class: a gate about 30 nm long, edge roughness somewhat below 1 nm, and a correlation length of a few tens of nanometres. A width of 100 nm represents a narrow device. Real edges can break the assumption of independence. In spacer patterning, for example, both edges of a line can follow the same underlying edge. The case $\rho=0.5$ shows the effect: 0.48 nm falls to 0.34 nm. Variations of mean length across a wafer are absent from the model and would add to the spread.

Nor does gate length alone set the threshold variation. With the assumed slope, it contributes $5\times0.480=2.4$ mV. Metal grains of different work function can contribute more. Take $N$ equal grains, each independently of the higher work function with probability $p$, and let the threshold follow their area average. One grain has variance $p(1-p)\Delta^2$, where $\Delta$ is the work-function difference expressed as a voltage, and the average has
\begin{equation}
s_{V_t}=\Delta\sqrt{\frac{p(1-p)}{N}} .
\end{equation}
For round values of 5 nm for the grain size, $\Delta=200$ mV and $p=0.6$, the gate holds $N=100\times30/5^2=120$ grains, and $s_{V_t}=200\sqrt{0.24/120}=8.9$ mV. In this model the grains outweigh the edge roughness by nearly a factor of four. The ranking depends on the assumed slope, grain size and contrast, and area averaging ignores current paths that favour low-threshold grains. Dopant and oxide-thickness fluctuations are also left out, and in a doped bulk channel the dopants can exceed both terms above. The depletion-charge estimate $(q/C_{\rm ox})\sqrt{N_AW_d/(3L_0W)}$, with $C_{\rm ox}$ the oxide capacitance per area and $W_d$ the depletion depth, gives 11 to 17 mV for $N_A$ from $1\times10^{18}$ to $5\times10^{18}$ cm$^{-3}$ and an equivalent oxide thickness of 1.2 nm. The value of 0.48 nm is thus a geometric contribution to variability, not a prediction of the total. The main computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Edge roughness, one sigma: 0.6 nm
Correlation length: 20 nm
Gate width: 100 nm
Nominal gate length: 30 nm
Ratio correlation length / width: 0.20
exp(-W/Lam): 0.006738
Variance reduction R, closed form: 0.320539
Variance reduction R, double integral: 0.320539
Effective independent segments 1/R: 3.120
Local length variance: 0.7200 nm^2
Local length SD: 0.8485 nm
Averaged length variance: 0.2308 nm^2
AVERAGED LENGTH SD: 0.4804 nm
Averaged length SD, simulated edges: 0.481 nm
Number of simulated gates: 40000
SD from wide-gate limit: 0.5367 nm
Wide-gate limit error: 11.7 %
SD from naive count W/Lam: 0.3795 nm
Naive count error: -21.0 %
Edge rms about own 100 nm mean: 0.4946 nm
Ensemble rms if 0.6 nm is about own mean: 0.7279 nm
Averaged SD in that case: 0.5828 nm
Edge correlation magnitude tried: 0.5
Averaged SD, positive edge correlation: 0.3397 nm
Averaged SD, negative edge correlation: 0.5884 nm
Averaged SD, Gaussian-shaped correlation: 0.4759 nm
Mean conductance-length shift, slices: -0.0240 nm
Shortest roughness wavelength kept: 2.0 nm
Fraction of roughness variance kept: 0.990
Rms edge slope with cutoff: 0.187
Mean shift with sideways current: -0.1016 nm
Threshold slope: 5.0 mV/nm
Subthreshold ideality factor: 1.4
Leakage exponent b at 300 K: 0.1381 1/nm
Mean leakage-length shift at 300 K: -0.0338 nm
Simulated leakage-length SD at 300 K: 0.481 nm
Leakage exponent b at 358 K: 0.1158 1/nm
Mean leakage-length shift at 358 K: -0.0283 nm
Simulated leakage-length SD at 358 K: 0.481 nm
Grain size: 5.0 nm
Work-function contrast as voltage: 200 mV
Fraction of high-work-function grains: 0.6
Number of grains: 120
Threshold SD from averaged length: 2.40 mV
Threshold SD from grains: 8.94 mV
\end{verbatim}
